# Stopping force on a fast charge from its induced field

## 1. Definitions and conventions

Hartree atomic units are used: $\hbar=m_e=e=4\pi\epsilon_0=1$. A point charge $Z$ moves along $\mathbf r=\mathbf vt$ with constant velocity. The medium is homogeneous, isotropic and stable, and its response is linear. Retardation is neglected, which requires $v\ll c$.

Fields vary as $e^{i\mathbf k\cdot\mathbf r-i\omega t}$. The longitudinal dielectric function $\varepsilon(k,\omega)$ relates the total potential to the external one by $\phi=\phi_{\rm ext}/\varepsilon$. Its inverse defines a causal memory function $\chi(k,\tau)$:

$$\frac1{\varepsilon(k,\omega)}-1=\int_0^\infty d\tau\,\chi(k,\tau)e^{i\omega\tau}. \tag{1}$$

Only $\tau>0$ enters, so $1/\varepsilon$ is analytic in the upper half of the $\omega$ plane. Since $\chi$ is real,

$$\frac1{\varepsilon(k,-\omega)}=\left[\frac1{\varepsilon(k,\omega)}\right]^* \quad(\omega\ \text{real}). \tag{2}$$

The stopping force is $S=-\mathbf F\cdot\mathbf v/v$, positive when the charge is retarded. The result to be derived is

$$\boxed{S=\frac{2Z^2}{\pi v^2}\int_0^\infty\frac{dk}{k}\int_0^{kv}d\omega\,\omega\,{\rm Im}\!\left[\frac{-1}{\varepsilon(k,\omega)}\right]} \tag{3}$$

This is the mean force. Fluctuations of the energy loss are a separate quantity.

## 2. Field at the moving charge

The external density $Z\delta(\mathbf r-\mathbf vt)$ has spatial components $Ze^{-i\mathbf k\cdot\mathbf vt}$, so each wavevector is driven at the single frequency $\omega=\mathbf k\cdot\mathbf v$. Poisson's equation, $k^2\phi_{\rm ext}=4\pi\rho_{\rm ext}$, gives the external potential. Dividing by $\varepsilon$ and subtracting the bare potential leaves the induced part:

$$\phi_{\rm ind}(\mathbf r,t)=\int\!\frac{d^3k}{(2\pi)^3}\frac{4\pi Z}{k^2}\left[\frac1{\varepsilon(k,\mathbf k\cdot\mathbf v)}-1\right]e^{i\mathbf k\cdot(\mathbf r-\mathbf vt)}. \tag{4}$$

The subtraction removes the charge's own singular Coulomb field, which exerts no net force on it. The force is $\mathbf F=-Z\nabla\phi_{\rm ind}$ at $\mathbf r=\mathbf vt$, where the exponential equals one. With $\mu=\mathbf k\cdot\mathbf v/(kv)$, its component along $\mathbf v$ is

$$F_\parallel=-\frac{Z^2}{2\pi^2}\int d^3k\,\frac{i\mu}{k}\left[\frac1{\varepsilon(k,kv\mu)}-1\right]. \tag{5}$$

Under $\mathbf k\to-\mathbf k$, $\mu$ changes sign. By (2), the real part of the bracket is even and the imaginary part odd. The real part therefore cancels against the factor $\mu$. For the imaginary part, $-i\cdot i=1$, so

$$F_\parallel=\frac{Z^2}{2\pi^2}\int d^3k\,\frac{\mu}{k}\,{\rm Im}\frac1{\varepsilon(k,kv\mu)}. \tag{6}$$

In spherical coordinates $d^3k=2\pi k^2\,dk\,d\mu$ after the azimuthal integral, hence

$$F_\parallel=\frac{Z^2}{\pi}\int_0^\infty k\,dk\int_{-1}^1\mu\,d\mu\,{\rm Im}\frac1{\varepsilon(k,kv\mu)}. \tag{7}$$

Put $\omega=kv\mu$, so that $\mu\,d\mu=\omega\,d\omega/(k^2v^2)$. The product $\omega\,{\rm Im}(1/\varepsilon)$ is even, so the range $-kv<\omega<kv$ gives twice the positive half. Reversing the sign to pass from $F_\parallel$ to $S$ gives (3).

The sign of $S$ follows from passivity. For an external density wave of amplitude $\rho$, the mean power supplied per volume is $\langle\phi\,\partial_t\rho\rangle$, which is

$$\frac12{\rm Re}\left[\phi^*(-i\omega\rho)\right]=\frac{2\pi\omega|\rho|^2}{k^2}\,{\rm Im}\!\left[\frac{-1}{\varepsilon}\right].$$

A medium that can absorb but not supply energy makes this non-negative, and then $S\ge0$. An inverted medium can violate the condition.

Two extensions follow from the same steps. A rigid, spherical ion with charge form factor $\rho(k)$ replaces $Z^2$ by $|\rho(k)|^2$ inside the $k$ integral: one factor comes from the source and one from the force. In an anisotropic homogeneous medium, $\varepsilon(\mathbf k,\omega)$ must be kept in (6), because the azimuthal integral is no longer $2\pi$. A crystal also has short-wavelength fields that depend on the position of the path. Averaging over impact parameters and along the path leaves the diagonal element of the inverse dielectric matrix.

## 3. The same force as memory of the path

Insert (1) into (4) and evaluate the potential a distance $s$ ahead of the charge, on its line of motion. The phase becomes $e^{ik\mu(s+v\tau)}$. Its angular integral is $4\pi\sin(kR)/(kR)$ with $R=s+v\tau$, and the prefactor is $4\pi\cdot4\pi/(2\pi)^3=2/\pi$:

$$\phi_{\rm ind}(s)=\frac{2Z}{\pi}\int_0^\infty dk\int_0^\infty d\tau\,\chi(k,\tau)\frac{\sin kR}{kR},\qquad S=Z\left.\frac{d\phi_{\rm ind}}{ds}\right|_{s=0}. \tag{8}$$

The charge feels the medium's delayed response to its earlier positions, at distances $v\tau$ behind it. Equation (8) contains neither a loss function nor a frequency integral, so it can test (3).

A suitable medium is a damped oscillator for each wavenumber:

$$\frac1\varepsilon-1=\frac{\omega_p^2}{\omega(\omega+i\gamma)-\Omega_k^2},\qquad \Omega_k^2=\omega_p^2+\beta^2k^2+\frac{k^4}4. \tag{9}$$

Here $\omega_p$ is the plasma frequency, $\beta$ sets the dispersion and $\gamma$ the damping. The $k^4/4$ term gives $\Omega_k\to k^2/2$, the recoil energy of a free electron. The corresponding memory function is

$$\chi(k,\tau)=-\omega_p^2e^{-\gamma\tau/2}\frac{\sin\Omega'_k\tau}{\Omega'_k},\qquad \Omega_k'^2=\Omega_k^2-\frac{\gamma^2}4. \tag{10}$$

For $\omega_p=1$, $\beta^2=0.3$, $\gamma=0.4$ and $v=2$, a finite difference of (8) gives $S=0.427047$. Direct quadrature of (3) gives $0.427048$, both in hartree/bohr and both with the $k$ integral cut at $k=12$. Extending the cutoff to $k=40$ or beyond raises the direct value by $2\times10^{-6}$, to $0.427050$.

## 4. Evaluating the frequency integral

A weakly damped plasmon is a narrow peak that a real-frequency grid can miss. Analyticity avoids this difficulty. The integral of $\omega(1/\varepsilon-1)$ from $-W$ to $W$ equals that over the upper arc $\omega=We^{i\theta}$, traversed from $\theta=\pi$ to $0$. Since $d\omega=i\omega\,d\theta$,

$$\int_{-W}^{W}\omega\left(\frac1\varepsilon-1\right)d\omega=-i\int_0^\pi\omega^2\left(\frac1\varepsilon-1\right)d\theta.$$

Take minus the imaginary part. The left side becomes $2\int_0^W\omega\,{\rm Im}[-1/\varepsilon]\,d\omega$. On the right, the two quarters of the arc have equal real parts by reality of the response. Therefore

$$M(k,W)\equiv\int_0^W\omega\,{\rm Im}\!\left[\frac{-1}\varepsilon\right]d\omega=\int_0^{\pi/2}{\rm Re}\left\{\omega^2\left[\frac1\varepsilon-1\right]\right\}d\theta. \tag{11}$$

The stopping force is then

$$S=\frac{2Z^2}{\pi v^2}\int_0^\infty\frac{dk}{k}M(k,kv).$$

For the medium of Section 3, with $k$ taken up to 40, this route gives $0.427050$ hartree/bohr, the converged value. If an undamped pole lies close to $W$, the integrand is sharp near $\theta=0$. Quadrature points should be clustered there, and the $k$ integral should be split where the plasmon frequency equals $kv$.

At frequencies far above all excitations, electrons of density $n$ respond as free particles. Newton's equation gives $1/\varepsilon-1\to\omega_p^2/\omega^2$ with $\omega_p^2=4\pi n$. Equation (11) then yields the sum rule

$$M(k,\infty)=\frac{\pi\omega_p^2}{2}. \tag{12}$$

## 5. Two high-speed results

**An undamped pole.** Let $\gamma\to0^+$ in (9). For $\omega>0$, partial fractions give

$${\rm Im}\!\left[\frac{-1}\varepsilon\right]=\frac{\pi\omega_p^2}{2\Omega_k}\delta(\omega-\Omega_k).$$

The frequency integral is $\pi\omega_p^2/2$ if $\Omega_k<kv$ and zero otherwise. The limits satisfy $\Omega_k=kv$. With $u=v^2-\beta^2$ this reads

$$\frac{k^4}4-uk^2+\omega_p^2=0,\qquad k_\pm^2=2\left[u\pm\sqrt{u^2-\omega_p^2}\right].$$

The product of the roots gives $k_+k_-=2\omega_p$, so $k_+/k_-=k_+^2/(2\omega_p)$ and

$$S=\frac{Z^2\omega_p^2}{v^2}\ln\frac{u+\sqrt{u^2-\omega_p^2}}{\omega_p}. \tag{13}$$

This requires $u>\omega_p$. Below that speed the model has no stopping, because it contains no low-energy electron-hole pairs. For large $v$ the logarithm tends to $\ln(2v^2/\omega_p)-\beta^2/v^2$.

**A general loss spectrum.** Choose a wavenumber $k_c$ small enough that $\varepsilon(k,\omega)\simeq\varepsilon(0,\omega)$ below it, yet large enough that $k_cv$ exceeds all important loss frequencies. For $k<k_c$, exchange the order of integration: at fixed $\omega$, $k$ runs from $\omega/v$ to $k_c$ and contributes $\ln(k_cv/\omega)$. For $k>k_c$, (12) applies until the recoil energy $k^2/2$ reaches $kv$, at $k\simeq2v$. Adding the two ranges gives

$$S\simeq\frac{2Z^2}{\pi v^2}\left\{\int_0^\infty d\omega\,\omega\,{\rm Im}\!\left[\frac{-1}{\varepsilon(0,\omega)}\right]\ln\frac{k_cv}\omega+\frac{\pi\omega_p^2}2\ln\frac{2v}{k_c}\right\}.$$

By (12), $k_c$ cancels:

$$S\simeq\frac{Z^2\omega_p^2}{v^2}\ln\frac{2v^2}{I},\qquad \ln I=\frac2{\pi\omega_p^2}\int_0^\infty d\omega\,\omega\,{\rm Im}\!\left[\frac{-1}{\varepsilon(0,\omega)}\right]\ln\omega. \tag{14}$$

This is the Bethe form. The mean excitation energy $I$ is a logarithmic average over the optical loss spectrum. The result fails when $v$ is not large compared with the speeds of the electrons included in $\omega_p$.

## 6. Response of an electron gas

For a metal's valence electrons, take a uniform gas with Fermi wavenumber $k_F$ in the random phase approximation (RPA), in which independent electrons respond to the mean potential.

A potential $Ve^{i\mathbf k\cdot\mathbf r-i\omega t}$ plus its complex conjugate mixes state $\mathbf p$ with $\mathbf p\pm\mathbf k$. First-order perturbation theory gives the amplitudes $V/(\omega-\Delta_+)$ and $-V^*/(\omega+\Delta_-)$, with $\Delta_\pm=k^2/2\pm\mathbf k\cdot\mathbf p$. The density at wavevector $\mathbf k$ is the first amplitude plus the conjugate of the second. Sum over both spins and replace $\mathbf p$ by $-\mathbf p$ in the second term:

$$\chi_0(k,\omega)=2\int_{p<k_F}\frac{d^3p}{(2\pi)^3}\left[\frac1{\omega-\Delta_+}-\frac1{\omega+\Delta_+}\right].$$

Set $a=\omega/k-k/2$ and $b=\omega/k+k/2$. The angular integral of the first term is $(kp)^{-1}\ln[(a+p)/(a-p)]$, and the second has the same form with $b$. Integration by parts gives

$$g(a)=\int_0^{k_F}p\ln\frac{a+p}{a-p}\,dp=ak_F+\frac{k_F^2-a^2}{2}\ln\frac{a+k_F}{a-k_F},$$

$$\chi_0=\frac{g(a)-g(b)}{2\pi^2k}. \tag{15}$$

In the upper half-plane the principal logarithm of each quotient is correct, because the quotient never crosses the negative real axis. The induced density obeys $n_{\rm ind}=\chi_0(V_{\rm ext}+v_kn_{\rm ind})$ with $v_k=4\pi/k^2$. Hence

$$\frac1\varepsilon-1=\frac{v_k\chi_0}{1-v_k\chi_0}. \tag{16}$$

Electron-hole pairs have energies between $k^2/2-kk_F$ (or zero) and $k^2/2+kk_F$. The upper end of the $k$ integral is therefore $2(v+k_F)$, and $2(v-k_F)$ is a useful division point.

## 7. Worked example: protons and the valence electrons of lead

Lead is treated as a face-centred cubic metal with a rough lattice constant of 0.495 nm and four valence electrons per atom. The density is $n=16/(0.495\ {\rm nm})^3=131.9\ {\rm nm^{-3}}$. This gives $k_F=0.8334\ {\rm bohr^{-1}}$ and $\omega_p=0.4956$ hartree, or 13.5 eV.

At $k=1\ {\rm bohr^{-1}}$, direct quadrature of the full loss spectrum gives 0.38587 hartree², equal to $\pi\omega_p^2/2$ at this precision. Cut at 0.7 hartree, the direct integral and the arc both give 0.07260 hartree², so (11) also holds at a partial upper limit.

For a 1 MeV proton, $v=6.327$. Write $S=(\omega_p^2/v^2)L$. The RPA gives $L=5.074$, so

$$S=\frac{0.4956^2}{6.327^2}\times5.074=0.0311\ {\rm hartree/bohr}=16.0\ {\rm eV/nm}.$$

Dividing by the proton charge gives an induced field of 16.0 V/nm, or 160 MV/cm, at the proton. This is a local field moving with the ion, not a uniform field applied to the solid.

| Energy (MeV) | $S$ (eV/nm) | $L$ | $\ln(2v^2/\omega_p)$ |
|---:|---:|---:|---:|
| 0.5 | 27.6 | 4.370 | 4.392 |
| 1 | 16.0 | 5.074 | 5.085 |
| 2 | 9.1 | 5.773 | 5.778 |

A fourfold increase in energy reduces $1/v^2$ by four, while $L$ grows by a factor of 1.32. The force therefore falls by a factor of 3.0.

The undamped pole with $\beta^2=3k_F^2/5$, the mean square electron velocity, also gives 16.0 eV/nm at 1 MeV. Its limits are $k_-=0.0788$ and $k_+=12.59\ {\rm bohr^{-1}}$. The inverse wavenumbers run from about 13 to 0.08 bohr, and equal logarithmic intervals between the limits contribute equally. The correction $-\beta^2/v^2=-0.010$ accounts for nearly all of the difference between $L$ and $\ln(2v^2/\omega_p)$ at 1 MeV, which is $-0.011$.

## 8. Use for a real target

Megaelectronvolt protons can be implanted deep in a solid; lead serves here as a metal with a dense valence gas. The value of 16 eV/nm must not be used as the total stopping of lead, because it omits the 5d and inner electrons. Equation (14) with all 82 electrons per atom and the rough rule $I=10\ {\rm eV}\times82=820$ eV gives 63 eV/nm, about four times the valence result. In that estimate the logarithm is only about 1, and the innermost electrons are not slow compared with the proton. It indicates only that the omitted part exceeds the valence part, and is not a reliable total.

The other corrections whose size is estimated below are smaller. Percentages refer to the valence force at 1 MeV.

- **Plasmon width.** With a rough width $\gamma=3$ eV in (9), $S$ falls by 3.2%. To see why, put $x=\omega/\omega_p$ and $g=\gamma/\omega_p=0.222$ in (14). Averaging the integral with its form under $x\to1/x$ gives

$$\ln\frac I{\omega_p}=\frac g\pi\int_0^\infty\frac{(x^2-1)\ln x}{(x^2-1)^2+g^2x^2}dx\simeq\frac g\pi\int_0^\infty\frac{\ln x}{x^2-1}dx=\frac{\pi g}4.$$

  The last integral is $2\sum_{j\ge0}(2j+1)^{-2}=\pi^2/4$. Thus $L$ falls by 0.175, or 3.4%, to first order in $g$. Broadening raises the logarithmic mean frequency although the peak parameter $\omega_p$ is fixed.

- **Exchange and correlation.** The Hubbard local field replaces the denominator of (16) by $1-(1-G)v_k\chi_0$, with $G=k^2/[2(k^2+k_F^2)]$. The force rises by 0.04%. The high-frequency sum rule is unchanged; the plasmon is lowered slightly, which lowers $k_-$.

- **Nonlinear response.** The Bloch correction adds $\psi(1)-{\rm Re}\,\psi(1+iZ/v)$ to $L$, where $\psi$ is the digamma function, and changes $S$ by $-0.6\%$. The parameter of the leading odd term in $Z$, the Barkas term, is $Z\omega_p/v^3=0.002$; its coefficient is not evaluated here.

- **Nuclear collisions.** A nucleus of charge $Z_t$ and mass $M$ at impact parameter $b$ receives the energy $2Z^2Z_t^2/(Mb^2v^2)$. Integration over $2\pi b\,db$ gives $4\pi n_aZ^2Z_t^2\ln(b_{\max}/b_{\min})/(Mv^2)$ for atomic density $n_a$. Take $b_{\max}=0.885Z_t^{-1/3}$, the Thomas-Fermi screening length of the target atom, beyond which its electrons hide the nucleus. Take $b_{\min}=ZZ_t/(M_pv^2)$, where $M_p$ is the proton mass; this is the impact parameter for a deflection of 90 degrees, below which the small-deflection formula fails. The result is 0.07 eV/nm.

- **Relativity and temperature.** For the projectile and the uniform gas the controlling ratios are $(v/c)^2=0.002$ and, at 300 K, $k_BT/E_F=0.003$, where $E_F$ is the Fermi energy. The first ratio does not measure relativistic effects on the electronic structure of lead itself, which the uniform gas omits.

Over 100 nm the valence loss is 1.6 keV and the rough all-electron loss 6.3 keV. Both are below 1% of 1 MeV, which supports the assumption of constant speed for such a film. The assumption of a straight path also requires that deflections by nuclei be small. For a full implantation profile, $S$ must be recomputed as the ion slows, and the deflections and the fluctuations of the energy loss must be included. Near the end of the range $Z/v$ is no longer small, bound electrons change the ion's charge, and (3) with a bare point charge ceases to be adequate.

The numerical output below lists the values to more digits than the model's accuracy warrants, so that an implementation can be compared with them.

## Table of computed values

```
TEST MEDIUM (damped pole, atomic units)
wp, beta^2, gamma, v: 1.0, 0.3, 0.4, 2.0
S from past trajectory: 0.427047 hartree/bohr
S from loss formula, real axis: 0.427048 hartree/bohr
S from loss formula, arc: 0.427050 hartree/bohr
LEAD VALENCE ELECTRONS, RPA
lattice constant (rough input): 0.495 nm
valence electrons per atom: 4
valence density: 131.9 nm^-3
Fermi wavenumber: 0.8334 bohr^-1
plasma frequency: 0.4956 hartree = 13.49 eV
frequency integral at k=1, direct: 0.38587 hartree^2
sum rule pi wp^2/2: 0.38587 hartree^2
same integral cut at 0.7 hartree, direct: 0.07260 hartree^2
same integral cut at 0.7 hartree, arc: 0.07260 hartree^2
E=0.5 MeV: v=4.474 a.u., S=27.58 eV/nm, S v^2/wp^2=4.3703, ln(2v^2/wp)=4.3915
E=1.0 MeV: v=6.327 a.u., S=16.01 eV/nm, S v^2/wp^2=5.0741, ln(2v^2/wp)=5.0847
E=2.0 MeV: v=8.947 a.u., S=9.11 eV/nm, S v^2/wp^2=5.7726, ln(2v^2/wp)=5.7778
S at 1 MeV: 0.03114 hartree/bohr
induced field at the ion, 1 MeV: 160 MV/cm
UNDAMPED POLE AT 1 MeV
k_minus: 0.0788 bohr^-1
k_plus: 12.587 bohr^-1
S numerical: 16.013 eV/nm
S closed logarithm: 16.013 eV/nm
NEGLECTED EFFECTS AT 1 MeV
mean excitation energy, all electrons (rough): 820 eV
Bethe estimate, all electrons: 63 eV/nm
all-electron estimate / valence S: 3.9
Hubbard local field, change of S: 0.044 %
plasmon width (rough input): 3.0 eV
plasmon width, change of pole-model S: -3.216 %
Bloch term, change of S: -0.58 %
Barkas parameter Z wp/v^3: 0.00196
nuclear stopping estimate: 0.073 eV/nm
(v/c)^2: 0.00213
kT/Fermi energy at 300 K: 0.00274
loss in 100 nm, valence: 1.60 keV
loss in 100 nm, all-electron estimate: 6.3 keV
```
